# The mobile-ion capacitance peak of a film between blocking electrodes: verification in Python

```python
"""
Result under test: N dilute ions of charge q in a film between blocking plates
have, in a quasi-static sweep, the excess capacitance
    C_ex = (q^2 N / kT) f(u),  f = 1/u^2 - 1/(4 sinh^2(u/2)),  u = q V / kT,
with its maximum q^2 N / (12 kT) at internal voltage V = 0.
Symbols: xi = x/d is the reduced ion position, V the potential of plate x=0
minus that of plate x=d, s = q^2 (N/A) d / (eps kT) the self-field strength,
r = q R d^2 / (kT D) the reduced sweep rate (R in V/s, D the diffusivity).
The program also sizes self-field, image attraction and sweep-rate effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import digamma


def shape(u):
    """Closed form f(u), with its series near u = 0."""
    v = abs(u)
    if v < 0.05:
        return 1 / 12 - v**2 / 240 + v**4 / 6048
    return 1 / v**2 - np.exp(-v) / np.expm1(-v)**2


def mean_by_quadrature(u):
    """Mean reduced position from the Boltzmann weight itself."""
    top = max(u, 0.0)
    weight = lambda x: np.exp(u * x - top)
    norm = quad(weight, 0, 1, epsabs=1e-13, epsrel=1e-12)[0]
    first = quad(lambda x: x * weight(x), 0, 1, epsabs=1e-13, epsrel=1e-12)[0]
    return first / norm


# Closed form against the derivative of the quadrature mean
for u in (-5.0, 0.0, 2.0, 8.0):
    step = 1e-3
    slope = (mean_by_quadrature(u + step) - mean_by_quadrature(u - step)) / (2 * step)
    assert abs(slope - shape(u)) < 1e-6

# Single maximum: variance by quadrature falls steadily away from zero
nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2
variances = []
for u in np.linspace(0, 30, 61):
    p = weights * np.exp(u * (nodes - 1))
    p /= p.sum()
    centre = p @ nodes
    variances.append(p @ (nodes - centre)**2)
assert np.all(np.diff(variances) < 0)

# Area under the curve, and the part inside a finite window
area_flat = 2 * (quad(shape, 0, 20)[0] + quad(shape, 20, np.inf)[0])
assert abs(area_flat - 1) < 1e-6


def window_fraction(U):
    return 1 / np.tanh(U / 2) - 2 / U


assert abs(2 * quad(shape, 0, 15)[0] - window_fraction(15)) < 1e-6


# Electrode charge from a self-consistent Poisson-Boltzmann solution
def plate_charge(u, s, background, cells=2000):
    """Charge on plate x=0 in units eps*kT/(q d), from the wall field."""
    h = 1 / cells
    xi = np.linspace(0, 1, cells + 1)
    trap = np.full(cells + 1, h)
    trap[[0, -1]] = h / 2
    band = np.zeros((3, cells - 1))
    band[0, 1:] = -1
    band[1] = 2
    band[2, :-1] = -1
    phi = np.zeros(cells + 1)
    for _ in range(60):
        rho = np.exp(u * xi - phi)
        rho /= trap @ rho
        source = s * (rho - background)
        new = np.zeros(cells + 1)
        new[1:-1] = solve_banded((1, 1), band, h**2 * source[1:-1])
        change = np.max(np.abs(new - phi))
        phi = new
        if change < 1e-15:
            break
    assert change < 1e-12
    wall_slope = phi[1] / h + h * source[0] / 2
    return u - wall_slope


def excess_slope(u, s, background, step=0.01):
    """Excess capacitance in units q^2 N / kT from plate charges."""
    rise = plate_charge(u + step, s, background) - plate_charge(u - step, s, background)
    return (rise / (2 * step) - 1) / s


assert abs(excess_slope(3.0, 1e-3, 0) - shape(3.0)) < 1e-5
s_test = 0.05
for background, sign in ((0, 1), (1, -1)):
    correction = (excess_slope(0.0, s_test, background) - 1 / 12) * 720 / s_test
    assert abs(correction - sign) < 0.03

# Image energy between two plates: explicit image sum against digamma form
orders = np.arange(1, 200001)
for xi in (0.07, 0.3, 0.5):
    image_sum = np.sum(2 / orders - 1 / (orders - xi) - 1 / (orders + xi)) - 1 / xi
    closed = digamma(xi) + digamma(1 - xi) + 2 * np.euler_gamma
    assert abs(image_sum - closed) < 1e-8


# Time-dependent drift-diffusion sweep through zero voltage
def sweep(r, cells=100, dt=0.01, u_start=-10.0, u_end=2.0):
    h = 1 / cells
    xi = (np.arange(cells) + 0.5) * h
    rho = np.exp(u_start * xi)
    rho /= rho.sum()
    count = int(round((u_end - u_start) / (r * dt)))
    u_list = u_start + r * dt * np.arange(count + 1)
    means = [rho @ xi]
    band = np.zeros((3, cells))
    for u in u_list[1:]:
        z = u * h
        left = 1 - z / 2 if abs(z) < 1e-9 else z / np.expm1(z)
        right = left + z
        left, right = left * dt / h**2, right * dt / h**2
        band[0, 1:] = -left
        band[2, :-1] = -right
        band[1] = 1 + left + right
        band[1, 0] = 1 + right
        band[1, -1] = 1 + left
        rho = solve_banded((1, 1), band, rho)
        means.append(rho @ xi)
    return u_list, np.array(means)


r_test = 0.3
u_list, means = sweep(r_test)
lag_at_zero = 0.5 - np.interp(0.0, u_list, means)
assert abs(lag_at_zero / (r_test / 120) - 1) < 0.03
u_mid = (u_list[1:] + u_list[:-1]) / 2
apparent = np.diff(means) / np.diff(u_list)
near = np.abs(u_mid) < 1
fit = np.polynomial.Polynomial.fit(u_mid[near], apparent[near], 6)
peak_shift = brentq(fit.deriv(), -0.5, 0.5)
assert abs(peak_shift / (10 * r_test / 63) - 1) < 0.03

# Worked example: copper ions in a silica interlayer film, rough round values
q, kB, eps0 = const.e, const.k, const.epsilon_0
thickness_nm, eps_r, T, density_cm2 = 200.0, 3.9, 573.0, 1e10
d, eps, density = thickness_nm * 1e-9, eps_r * eps0, density_cm2 * 1e4
vt = kB * T / q
peak = q * density / (12 * vt)
geometric = eps / d
half = brentq(lambda u: shape(u) - 1 / 24, 1, 20)
V_window = 1.0
U_window = V_window / vt
s = q * density * d / (eps * vt)
bare_ratio = 12 * excess_slope(0.0, s, 0)
neutral_ratio = 12 * excess_slope(0.0, s, 1)
assert abs(bare_ratio - (1 + s / 60)) < 0.01
assert abs(neutral_ratio - (1 - s / 60)) < 0.01
assert excess_slope(1.0, s, 0) < bare_ratio / 12 > excess_slope(-1.0, s, 0)

# Image wells, with ions stopped at a closest approach to each plate
bjerrum = q / (4 * np.pi * eps * vt)
gl_x, gl_w = np.polynomial.legendre.leggauss(400)


def image_distribution(approach):
    """Positions and zero-voltage weights, on a grid logarithmic at walls."""
    low, high = np.log(approach / d), np.log(0.5)
    x = np.exp(low + (gl_x + 1) * (high - low) / 2)
    w = gl_w * (high - low) / 2 * x
    energy = bjerrum / (4 * d) * (digamma(x) + digamma(1 - x) + 2 * np.euler_gamma)
    w = w * np.exp(-energy)
    return np.concatenate([x, 1 - x]), np.concatenate([w, w])


def moments(x, w, u):
    p = w * np.exp(u * x - max(u, 0.0))
    p = p / p.sum()
    centre = p @ x
    return centre, p @ (x - centre)**2


approaches_nm = (0.3, 0.5, 1.0)
image_ratios = []
for a_nm in approaches_nm:
    x, w = image_distribution(a_nm * 1e-9)
    variance = moments(x, w, 0.0)[1]
    slope = (moments(x, w, 1e-3)[0] - moments(x, w, -1e-3)[0]) / 2e-3
    assert abs(slope - variance) < 1e-6
    assert 1 / 12 < variance < 1 / 4
    image_ratios.append(12 * variance)
a_test_nm = 0.5
x, w = image_distribution(a_test_nm * 1e-9)
U_large = 1000.0
t = np.linspace(-np.arcsinh(U_large), np.arcsinh(U_large), 801)
integrand = np.array([moments(x, w, np.sinh(v))[1] * np.cosh(v) for v in t])
image_area = np.sum((integrand[1:] + integrand[:-1]) / 2 * np.diff(t))
# the remaining tails hold at most about 1/U_large on each side
assert abs(image_area - (1 - 2 * a_test_nm / thickness_nm)) < 2.2 / U_large

field = V_window / d
hop_nm, site_density_cm3 = 1.0, 1e21
hop_argument = field * hop_nm * 1e-9 / (2 * vt)
wall_density_cm3 = density / d * U_window / (1 - np.exp(-U_window)) * 1e-6

print(f"film thickness: {thickness_nm:.0f} nm")
print(f"relative permittivity: {eps_r:.1f}")
print(f"temperature: {T:.0f} K")
print(f"ion areal density: {density_cm2:.1e} cm^-2")
print(f"thermal voltage kT/q: {vt*1e3:.2f} mV")
print(f"peak excess capacitance: {peak*1e5:.3f} nF/cm2")
print(f"geometric capacitance: {geometric*1e5:.2f} nF/cm2")
print(f"peak / geometric: {peak/geometric:.3f}")
print(f"half-height point u: {half:.3f}")
print(f"full width at half height: {2*half*vt:.3f} V")
print(f"total ion charge (area): {q*density*1e5:.3f} nC/cm2")
print(f"window half-width: {V_window:.1f} V, u = {U_window:.2f}")
print(f"area fraction in window: {window_fraction(U_window):.3f}")
print(f"numerical full area / qN: {area_flat:.6f}")
print(f"self-field strength s: {s:.3f}")
print(f"first-order shift s/60: {s/60:.4f}")
print(f"peak ratio, bare ions (PB): {bare_ratio:.4f}")
print(f"peak ratio, neutral background (PB): {neutral_ratio:.4f}")
print(f"mean lateral ion spacing: {density**-0.5*1e9:.0f} nm")
print(f"Bjerrum length: {bjerrum*1e9:.2f} nm")
for a_nm, ratio in zip(approaches_nm, image_ratios):
    depth = q / (16 * np.pi * eps * a_nm * 1e-9)
    print(f"approach {a_nm:.1f} nm: image well {depth:.3f} eV, peak ratio {ratio:.3f}")
print(f"image-well area / qN, 0.5 nm, |u|<1000: {image_area:.4f}")
print(f"field at window edge: {field*1e-8:.3f} MV/cm")
print(f"assumed hop length: {hop_nm:.1f} nm")
print(f"hopping argument qE*hop/(2kT): {hop_argument:.3f}")
print(f"hopping nonlinearity: {np.sinh(hop_argument)/hop_argument-1:.1e}")
print(f"wall ion density at window edge: {wall_density_cm3:.2e} cm^-3")
print(f"assumed site density: {site_density_cm3:.0e} cm^-3")
print(f"largest site filling: {wall_density_cm3/site_density_cm3:.1e}")
print(f"sweep test r: {r_test:.2f}")
print(f"simulated lag of mean at u=0: {lag_at_zero:.6f}")
print(f"predicted lag r/120: {r_test/120:.6f}")
print(f"simulated peak shift in u: {peak_shift:.5f}")
print(f"predicted peak shift 10r/63: {10*r_test/63:.5f}")
allowed_shift = 0.1
print(f"allowed peak shift: {allowed_shift*vt*1e3:.2f} mV")
for D_cm2 in (1e-11, 1e-12, 1e-15):
    rate = allowed_shift * vt * 6.3 * D_cm2 * 1e-4 / d**2
    hours = 2 * V_window / rate / 3600
    current = peak * rate
    resistivity = vt / (d * current) * 100
    print(f"assumed diffusivity: {D_cm2:.0e} cm2/s")
    print(f"  largest sweep rate: {rate*1e3:.2e} mV/s")
    print(f"  time for full window: {hours:.2e} h")
    print(f"  peak ion current: {current*1e8:.2e} pA/cm2")
    print(f"  equal-leakage resistivity at kT/q: {resistivity:.1e} ohm cm")
print("checks complete")
```

Printed output:

```
film thickness: 200 nm
relative permittivity: 3.9
temperature: 573 K
ion areal density: 1.0e+10 cm^-2
thermal voltage kT/q: 49.38 mV
peak excess capacitance: 2.704 nF/cm2
geometric capacitance: 17.27 nF/cm2
peak / geometric: 0.157
half-height point u: 4.161
full width at half height: 0.411 V
total ion charge (area): 1.602 nC/cm2
window half-width: 1.0 V, u = 20.25
area fraction in window: 0.901
numerical full area / qN: 1.000000
self-field strength s: 1.879
first-order shift s/60: 0.0313
peak ratio, bare ions (PB): 1.0299
peak ratio, neutral background (PB): 0.9700
mean lateral ion spacing: 100 nm
Bjerrum length: 7.48 nm
approach 0.3 nm: image well 0.308 eV, peak ratio 1.586
approach 0.5 nm: image well 0.185 eV, peak ratio 1.224
approach 1.0 nm: image well 0.092 eV, peak ratio 1.102
image-well area / qN, 0.5 nm, |u|<1000: 0.9939
field at window edge: 0.050 MV/cm
assumed hop length: 1.0 nm
hopping argument qE*hop/(2kT): 0.051
hopping nonlinearity: 4.3e-04
wall ion density at window edge: 1.01e+16 cm^-3
assumed site density: 1e+21 cm^-3
largest site filling: 1.0e-05
sweep test r: 0.30
simulated lag of mean at u=0: 0.002500
predicted lag r/120: 0.002500
simulated peak shift in u: 0.04761
predicted peak shift 10r/63: 0.04762
allowed peak shift: 4.94 mV
assumed diffusivity: 1e-11 cm2/s
  largest sweep rate: 7.78e-01 mV/s
  time for full window: 7.14e-01 h
  peak ion current: 2.10e+00 pA/cm2
  equal-leakage resistivity at kT/q: 1.2e+15 ohm cm
assumed diffusivity: 1e-12 cm2/s
  largest sweep rate: 7.78e-02 mV/s
  time for full window: 7.14e+00 h
  peak ion current: 2.10e-01 pA/cm2
  equal-leakage resistivity at kT/q: 1.2e+16 ohm cm
assumed diffusivity: 1e-15 cm2/s
  largest sweep rate: 7.78e-05 mV/s
  time for full window: 7.14e+03 h
  peak ion current: 2.10e-04 pA/cm2
  equal-leakage resistivity at kT/q: 1.2e+19 ohm cm
checks complete
```
